\section*{Metal Exhaustion in Diffusion-Limited Silicide Growth During a Temperature Ramp, part 1}

(Sections cited here and not found follow in the second part.)

\section{From diffusion to the exhaustion temperature}

\subsection{What goes wrong without the result}

A metal film on silicon is heated at a steady rate so that it turns into silicide. Suppose that a 50 nm film, heated at 1 K/s, is used up at 651 K, and that the same ramp is then applied to a film of 100 nm. When the wafer reaches 651 K, half of the thicker film is still metal. In the model treated here the last of it disappears at 684 K. An engineer who kept the old end temperature and then cooled the wafer quickly would leave 50 nm of unreacted metal. One who scaled the temperature rise in proportion to the thickness would overshoot by hundreds of kelvin.

Both errors come from the same gap. The growth rate rises steeply with temperature, so neither the duration of the ramp nor the final temperature alone fixes the amount of silicide. What is needed is the temperature at which the accumulated growth matches the metal supply, as a function of film thickness and ramp rate.

\subsection{Conventions}

Temperature enters the algebra as the thermal energy $\theta=k_{\mathrm B}T$. The wafer temperature is $T=T_0+\beta t$, so $\theta$ rises at the constant rate
\begin{equation}
b=\frac{d\theta}{dt}=k_{\mathrm B}\beta .
\end{equation}
The algebra may be read in atomic units. Neither $\hbar$ nor the electron mass or charge appears in it, so every formula also holds in any other consistent set of units. The numbers below use nm, eV, s and K.

The initial metal thickness is $h$ and the silicide thickness is $x$. Each unit of consumed metal thickness makes $r$ units of silicide thickness. The layers are flat, one silicide grows, and there is none at the start. Some of these assumptions are relaxed in the second half.

\subsection{The growth law}

Let metal atoms be the moving species. They enter the silicide at the metal side, $y=0$, cross the layer, and react with silicon at $y=x$, where new silicide forms. The silicide at the metal side contains slightly more metal than the silicide at the silicon side. Let $c(y,t)$ be this excess metal per volume, divided by the metal needed per volume of new silicide. Then $c$ is a pure number, with $c=s$ at $y=0$ and $c=0$ at $y=x$. The constant $s$ is taken to be small and independent of temperature.

With diffusion coefficient $D$, the flux in these units is $-D\,\partial c/\partial y$. If the profile is a straight line, its slope is $-s/x$. The flux arriving at the silicon side is then $Ds/x$, and since one unit of arriving metal makes one unit of silicide volume,
\begin{equation}
\frac{dx}{dt}=\frac{Ds}{x}.
\label{eq:flux}
\end{equation}
Multiplying by $2x$ and using $2x\,dx/dt=d(x^2)/dt$ gives
\begin{equation}
\frac{d(x^2)}{dt}=K,\qquad K=2Ds .
\label{eq:parabolic}
\end{equation}
A thick layer grows slowly because the same drop in concentration is spread over a longer path. If $D$ follows an Arrhenius law with activation energy $E$, so does $K$:
\begin{equation}
K(\theta)=K_0\,e^{-E/\theta}.
\label{eq:arrhenius}
\end{equation}

\subsection{How good is the straight profile?}

The profile is not quite straight, because the layer grows while the atoms cross it. To find the error, look for a solution $c(y,t)=f(z)$ with $z=y/x(t)$. The two sides of the diffusion equation $\partial c/\partial t=D\,\partial^2c/\partial y^2$ become
\begin{equation}
\frac{\partial c}{\partial t}=-z\,\frac{\dot x}{x}\,f'(z),\qquad
D\frac{\partial^2c}{\partial y^2}=\frac{D}{x^2}\,f''(z).
\end{equation}
Multiplying by $x^2/D$ and writing $p=x\dot x/D$ gives
\begin{equation}
f''+p\,z f'=0 .
\end{equation}
Growth at the silicon side obeys $\dot x=-(D/x)f'(1)$, so $p=-f'(1)$. This is a constant, even when $D$ changes with time during the ramp. The equation for $f'$ integrates to $f'=-A\,e^{-pz^2/2}$. The condition at $z=1$ requires $A\,e^{-p/2}=p$, hence $A=p\,e^{p/2}$. The total drop across the layer is $s$:
\begin{equation}
s=-\int_0^1 f'\,dz=p\int_0^1 e^{p(1-z^2)/2}\,dz
= p\left(1+\frac p3+\dots\right),
\end{equation}
because $\int_0^1(1-z^2)\,dz=2/3$. Inverting for small $s$,
\begin{equation}
p=s\left(1-\frac s3+\dots\right),\qquad \frac{d(x^2)}{dt}=2Dp .
\end{equation}
The straight profile therefore overestimates $K$ by a relative amount of about $s/3$. For $s=0.01$, a numerical solution of the moving-boundary problem, started from a straight profile, settles at 0.99668 of the straight-profile rate, in agreement with $1-s/3$. When $K_0$ is taken from measured growth, this constant factor is already contained in it.

\subsection{Metal balance and the change from time to temperature}

When a thickness $h_{\mathrm{left}}$ of metal remains,
\begin{equation}
x=r\,(h-h_{\mathrm{left}}).
\end{equation}
The excess metal stored in the silicide is neglected here. For a nearly straight profile it amounts to $sx/2$, a fraction $s/2$ of the metal bound in the silicide. The metal is exhausted when $h_{\mathrm{left}}=0$, that is, when $x=rh$.

Integrate Eq.~\eqref{eq:parabolic} from the start of the ramp, where $x=0$, to this moment, and replace $dt$ by $d\theta/b$:
\begin{equation}
r^2h^2=\int_0^{t_f}K\,dt
=\frac{K_0}{b}\int_{\theta_0}^{\theta_f}e^{-E/\theta}\,d\theta .
\label{eq:balance}
\end{equation}
The left side is the demand set by the film. The right side is the growth supplied by the ramp, and it is inversely proportional to the ramp rate because a fast ramp spends less time at each temperature. The unknown $\theta_f=k_{\mathrm B}T_f$ sits in the upper limit.

\subsection{The leading Arrhenius integral}

Define the integral from zero temperature,
\begin{equation}
I(\theta)=\int_0^{\theta}e^{-E/\theta'}\,d\theta' .
\end{equation}
Since $d(e^{-E/\theta'})/d\theta'=(E/\theta'^2)\,e^{-E/\theta'}$, the integrand equals $(\theta'^2/E)$ times the derivative of the exponential. Integration by parts gives
\begin{equation}
I(\theta)=\frac{\theta^2}{E}e^{-E/\theta}
-\frac2E\int_0^\theta\theta' e^{-E/\theta'}\,d\theta' .
\end{equation}
The boundary term at zero vanishes because the exponential goes to zero faster than any power of $\theta'$. The same step applied to the remaining integral gives
\begin{equation}
\int_0^\theta\theta' e^{-E/\theta'}d\theta'
=\frac{\theta^3}{E}e^{-E/\theta}-\frac3E\int_0^\theta\theta'^2e^{-E/\theta'}d\theta' ,
\end{equation}
and one more step replaces the last integral by $(\theta^4/E)\,e^{-E/\theta}$ to leading order. With $u=E/\theta$, the result is
\begin{equation}
I(\theta)=\frac{\theta^2}{E}e^{-u}F(u),\qquad
F(u)=1-\frac2u+\frac6{u^2}-\dots
\label{eq:series}
\end{equation}
The leading approximation sets $F=1$.

It has a simple meaning. Near the upper limit,
\begin{equation}
-\frac{E}{\theta'}\approx-\frac E\theta+\frac{\theta'-\theta}{w},\qquad
w=\frac{\theta^2}{E}=\frac{\theta}{u},
\end{equation}
so $K$, the growth rate of $x^2$, falls by a factor of about $e$ when the thermal energy is lowered by $w$. Integrating this exponential from far below gives $w\,e^{-u}$, which is the leading term. The ramp acts as if the film had been held at its final temperature for a time $w/b$.

\subsection{Bounds on the integral}

Every integral left over in the partial integrations is positive, so the partial sums of Eq.~\eqref{eq:series} bracket the result: $1-2/u<F<1-2/u+6/u^2$. These brackets are tight at large $u$ but useless at small $u$. Two simple bounds remain useful at every positive $u$. Consider
\begin{equation}
G_a(\theta)=\frac{\theta^2}{E+a\theta}\,e^{-E/\theta},
\end{equation}
which vanishes at $\theta=0$. Its derivative is
\begin{align}
G_a'&=e^{-E/\theta}\left[\frac{E}{E+a\theta}
+\frac{2\theta(E+a\theta)-a\theta^2}{(E+a\theta)^2}\right]\nonumber\\
&=e^{-E/\theta}\,
\frac{E^2+(a+2)E\theta+a\theta^2}{E^2+2aE\theta+a^2\theta^2}.
\end{align}
For $a=2$ the numerator is $E^2+4E\theta+2\theta^2$ and the denominator is $E^2+4E\theta+4\theta^2$. The fraction is below one, so $G_2'<I'$ and hence $G_2<I$. For $a=1$ the numerator $E^2+3E\theta+\theta^2$ exceeds the denominator $E^2+2E\theta+\theta^2$, so $G_1>I$. Dividing by the leading term $(\theta^2/E)e^{-u}$ gives
\begin{equation}
\frac{u}{u+2}<F(u)<\frac{u}{u+1}.
\label{eq:bounds}
\end{equation}
The leading term is therefore too large at every positive $u$, and its relative error vanishes as $u$ grows. Quadrature at $u=5$, 15, 26.79 and 50 gives values inside these bounds.

The balance in Eq.~\eqref{eq:balance} contains $I(\theta_f)-I(\theta_0)$. Dropping $I(\theta_0)$ is justified when the start lies many widths $w$ below the end. For the example below, with a start at 300 K, the dropped part is $5.6\times10^{-15}$ of the integral.

\subsection{Solving for the temperature}

Insert the leading term into Eq.~\eqref{eq:balance}, drop the lower limit, and write $\theta_f=E/u$:
\begin{equation}
r^2h^2=\frac{K_0}{b}\,\frac{\theta_f^2}{E}\,e^{-u}
=\frac{K_0E}{b}\,\frac{e^{-u}}{u^2}.
\end{equation}
Rearranged,
\begin{equation}
u^2e^u=\Lambda,\qquad \Lambda=\frac{K_0E}{b\,r^2h^2}.
\label{eq:lambda}
\end{equation}
The number $\Lambda$ has no dimension: $K_0$ is a length squared per time, $b$ an energy per time. The left side increases with $u$ for $u>0$, so there is one positive solution. Taking the positive square root and dividing by two,
\begin{equation}
\frac u2\,e^{u/2}=\frac{\sqrt\Lambda}{2}.
\end{equation}
The Lambert function $W(q)$ is defined by $We^W=q$. For positive $q$ its real value is unique and lies on the principal branch. Thus $u=2W(\sqrt\Lambda/2)$, and
\begin{equation}
k_{\mathrm B}T_f=\frac{E}{2\,W\!\left(\dfrac{1}{2rh}
\sqrt{\dfrac{K_0E}{k_{\mathrm B}\beta}}\right)} .
\label{eq:main}
\end{equation}
A thicker film or a faster ramp makes the argument smaller, so $W$ falls and $T_f$ rises. For fixed $E$, $K_0$ and $r$, thickness and ramp rate enter only through $h^2\beta$.

\subsection{Worked example}

Take rough, round parameters in the regime of nickel forming Ni$_2$Si: $E=1.5$ eV, $K_0=10^{14}$ nm$^2$/s and $r=1.5$. The film has $h=50$ nm and the ramp rate is 1 K/s, starting from 300 K. The final silicide thickness is $rh=75$ nm, and $b=8.617\times10^{-5}$ eV/s. Then
\begin{equation}
\Lambda=\frac{10^{14}\times1.5}{8.617\times10^{-5}\times75^2}
=3.095\times10^{14},\qquad
\frac{\sqrt\Lambda}{2}=8.796\times10^{6}.
\end{equation}
Taking the logarithm of $We^W=q$ gives $W=\ln q-\ln W$, which can be iterated by hand. Here $\ln q=15.990$, and the iteration settles at $W=13.395$, since $15.990-\ln 13.395=13.395$. Hence $u=26.79$ and
\begin{equation}
T_f=\frac{1.5}{8.617\times10^{-5}\times26.79}\ \mathrm K=650\ \mathrm K,
\qquad k_{\mathrm B}T_f=0.056\ \mathrm{eV}.
\end{equation}
The width $w$ corresponds to $T_f/u=24$ K. Of a ramp that covers 350 K, the last 30 K supply about three quarters of $x^2$ and half of the thickness $x$; the last 50 K supply about 90\% of $x^2$ and 70\% of $x$.

\section{Accuracy, sensitivity and limits}

\subsection{Symbols and results carried over}

A metal film of thickness $h$ becomes silicide of thickness $rh$ during a ramp at rate $\beta$ from $T_0$. Growth obeys $d(x^2)/dt=K$ with $K=K_0e^{-E/\theta}$ and $\theta=k_{\mathrm B}T$, and $b=k_{\mathrm B}\beta$. At exhaustion $u=E/(k_{\mathrm B}T_f)$. When the part of the integral below $T_0$ is negligible, the balance reads
\begin{equation}
r^2h^2=\frac{K_0E}{b}\,\frac{e^{-u}}{u^2}\,F(u),\qquad
\frac{u}{u+2}<F(u)<\frac{u}{u+1},
\label{eq:fullbalance}
\end{equation}
with $F=1-2/u+6/u^2-\dots$. The leading approximation $F=1$ gives $u^2e^u=\Lambda=K_0E/(b\,r^2h^2)$, solved by $u=2W(\sqrt\Lambda/2)$. The example has $E=1.5$ eV, $K_0=10^{14}$ nm$^2$/s, $r=1.5$, $h=50$ nm, $\beta=1$ K/s and $T_0=300$ K, which gives $u=26.79$ and a leading value $T_f=649.8$ K.

\subsection{The error of the leading formula}

Because $F<1$, the leading formula credits the ramp with too much growth, and so predicts exhaustion too early. To find by how much, take the logarithm of Eq.~\eqref{eq:fullbalance}:
\begin{equation}
u+2\ln u-\ln F=\ln\Lambda .
\end{equation}
Let $u$ be the leading solution and $u+\delta u$ the corrected one. To first order, $(1+2/u)\,\delta u=\ln F\approx-2/u$, so
\begin{equation}
\delta u\approx-\frac{2}{u+2}.
\end{equation}
Since $T_f=E/(k_{\mathrm B}u)$, a small change gives $\delta T_f=-T_f\,\delta u/u$, and
\begin{equation}
\delta T_f\approx\frac{2T_f}{u(u+2)} .
\label{eq:error}
\end{equation}
In the example this is $2\times649.8/(26.79\times28.79)=1.7$ K. Solving the balance with the integral evaluated by quadrature gives 651.3 K, which is 1.6 K above the leading value. The next term of the series gives the sign and roughly the size of the small remainder: $\ln F=-2/u+4/u^2$ reduces the estimate by the factor $1-2/u=0.93$, to 1.56 K, slightly below the 1.58 K from quadrature.

The leading integral itself is 7\% larger than the full one at this temperature, yet the temperature changes by only a quarter of a percent. A steep rate turns a modest error in accumulated growth into a small error in temperature. Direct integration of the metal-consumption equation through the ramp, started from a negligibly thin silicide, also gives 651.3 K.

The temperature at which a steady ramp exhausts the metal film now has a closed leading formula, which in the example lies 1.6 K below the full-integral value. What remains is how this temperature responds to film thickness, ramp rate, material parameters and effects left out so far, and where the formula fails.

Numerical values quoted here were computed with a short program.
